\section*{Quenching of hydrogen 2s by a weak static electric field}

\section{Problem}

A hydrogen atom is in the metastable state $2s_{1/2}$. Without a field it decays mainly by emitting two photons, with a lifetime of roughly $0.1$ s. The state $2p_{1/2}$ lies below it by the Lamb shift $hL$, for which the measured value $L=1058$ MHz is taken as an input. A weak static electric field $F$ is applied along $z$.

\begin{enumerate}
\item Estimate by scaling how the lifetime of the $2s$ state depends on $F$.
\item Calculate the lifetime in terms of the $2p$ lifetime $\tau_{2p}$, with all numerical factors.
\item Find the range of fields in which the result holds.
\end{enumerate}

The nucleus is taken as infinitely heavy and the orbitals as nonrelativistic. Hyperfine structure is left out. With the measured hyperfine splittings of about $178$ MHz in $2s_{1/2}$ and $59$ MHz in $2p_{1/2}$, the gaps between the sublevels coupled by the field are about $910$, $1088$ and $1147$ MHz instead of $1058$ MHz. The lifetime goes as the square of the gap, so individual sublevels live from about a quarter shorter to about a sixth longer than the result below. This spread is larger than the corrections of a few percent that are computed within the model. All decay rates refer to populations; an amplitude decays at half the rate.

\section{First estimate by scaling}

The field mixes some $2p$ into $2s$. If the coupling energy is $V$ and the gap is $hL$, the admixed amplitude is of order $V/hL$ and the admixed probability of order $(V/hL)^2$. Electric dipole emission of a single photon to $1s$ is possible only through this $2p$ part, and other single-photon decays are negligible here, so
\begin{equation}
\frac{1}{\tau}\sim\frac{1}{\tau_{2p}}\left(\frac{V}{hL}\right)^2 .
\end{equation}
The coupling is $eF$ times a length. With the size $n^2a_0=4a_0$ of an $n=2$ orbit as that length,
\begin{equation}
\tau\sim\tau_{2p}\left(\frac{F_{\rm est}}{F}\right)^2,\qquad
F_{\rm est}=\frac{hL}{4ea_0}\approx 207\ \text{V/cm}.
\end{equation}
The inverse-square law follows from perturbation theory. The length is a guess, and its error enters the lifetime squared.

\section{Calculation}

\subsection{The decay rate of 2p}

For light of wavelength much longer than the atom, the matrix element $M$ for emitting a photon of polarization $\boldsymbol\epsilon$ into a volume $\mathcal V$ obeys
\begin{equation}
|M|^2=\frac{\hbar\omega}{2\varepsilon_0\mathcal V}|\boldsymbol\epsilon\cdot\mathbf d|^2,
\qquad \mathbf d=e\langle 1s|\mathbf r|2p\rangle .
\end{equation}
The number of modes per solid angle and energy, for one polarization, is $\mathcal V\omega^2/[(2\pi c)^3\hbar]$. Fermi's golden rule multiplies the two by $2\pi/\hbar$, which gives the rate per solid angle
\begin{equation}
\frac{2\pi}{\hbar}\,\frac{\hbar\omega}{2\varepsilon_0}\,\frac{\omega^2}{8\pi^3c^3\hbar}
|\boldsymbol\epsilon\cdot\mathbf d|^2
=\frac{\omega^3}{8\pi^2\varepsilon_0\hbar c^3}|\boldsymbol\epsilon\cdot\mathbf d|^2 .
\end{equation}
The two polarizations are perpendicular to the photon direction $\mathbf n$, so their sum is $|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2$. Its integral over directions is $(4\pi-4\pi/3)|\mathbf d|^2=(8\pi/3)|\mathbf d|^2$. Hence
\begin{equation}
\gamma=\frac{1}{\tau_{2p}}=\frac{\omega^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3}.
\label{gamma}
\end{equation}

With $r$ in units of $a_0$, the orbitals are
\begin{equation}
\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\quad
\psi_{2s}=\frac{(1-r/2)e^{-r/2}}{\sqrt{8\pi}},\quad
\psi_{2p0}=\frac{r\cos\theta\,e^{-r/2}}{\sqrt{32\pi}} .
\end{equation}
Since $\int\cos^2\theta\,d\Omega=4\pi/3$,
\begin{equation}
\frac{\langle1s|z|2p0\rangle}{a_0}
=\frac{1}{\sqrt{32}\,\pi}\,\frac{4\pi}{3}\int_0^\infty r^4e^{-3r/2}dr
=\frac{4}{3\sqrt{32}}\,24\left(\frac23\right)^5=0.7449 ,
\end{equation}
whose square is $2^{15}/3^{10}$. The photon energy is $\hbar\omega=(\tfrac12-\tfrac18)E_h=\tfrac38\alpha^2mc^2$, where $E_h$ is the Hartree energy. With $e^2=4\pi\varepsilon_0\hbar c\,\alpha$ and $a_0=\hbar/(\alpha mc)$, equation (\ref{gamma}) becomes
\begin{equation}
\gamma=\frac{4\alpha\omega^3a_0^2}{3c^2}\,\frac{2^{15}}{3^{10}}
=\frac{4\alpha}{3}\,\frac{27}{512}\,\frac{\alpha^4mc^2}{\hbar}\,\frac{2^{15}}{3^{10}}
=\left(\frac23\right)^8\frac{\alpha^5mc^2}{\hbar}.
\end{equation}
This is $6.268\times10^8\ \text{s}^{-1}$, so $\tau_{2p}=1.595$ ns.

\subsection{The coupling, with spin}

The electron has charge $-e$, so its energy in the field is $+eFz$. This operator changes sign under inversion, $\mathbf r\to-\mathbf r$. All $2s$ states are even and all $2p$ states are odd under inversion, so the operator has no matrix elements within $2s$ or within $2p$. It also conserves $L_z$ and the spin, so within $n=2$ it connects $2s$ only to $2p0$ with the same spin:
\begin{equation}
\frac{\langle2s|z|2p0\rangle}{a_0}
=\frac{1}{16\pi}\,\frac{4\pi}{3}\int_0^\infty\left(1-\frac r2\right)r^4e^{-r}dr
=\frac{24-60}{12}=-3 .
\end{equation}

The state $2p0$ with spin up is not an energy level, because spin--orbit coupling sorts the levels by $j$. Applying the lowering operator to $|\tfrac32,\tfrac32\rangle=|m_l{=}1,\uparrow\rangle$ gives $\sqrt3\,|\tfrac32,\tfrac12\rangle=\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle$. With the orthogonal combination,
\begin{align}
|\tfrac32,\tfrac12\rangle&=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle,\\
|\tfrac12,\tfrac12\rangle&=\sqrt{\tfrac13}\,|0,\uparrow\rangle-\sqrt{\tfrac23}\,|1,\downarrow\rangle .
\end{align}
The couplings of $2s_{1/2}$ to the two $2p$ levels are therefore
\begin{equation}
|V|=\frac{3ea_0F}{\sqrt3}=\sqrt3\,ea_0F\quad(2p_{1/2}),\qquad
|V'|=\sqrt{\tfrac23}\,3ea_0F=\sqrt6\,ea_0F\quad(2p_{3/2}).
\end{equation}
Spin down gives the same magnitudes by reflection symmetry.

\subsection{Mixing with a decaying state}

Consider first the nearby level $2p_{1/2}$ and put the zero of energy there. Let $s$ and $p$ be the amplitudes of $2s_{1/2}$ and $2p_{1/2}$. The decay of $2p$ is described by an imaginary energy, chosen so that $|p|^2$ alone would fall as $e^{-\gamma t}$:
\begin{equation}
i\hbar\dot s=hL\,s+Vp,\qquad i\hbar\dot p=Vs-\tfrac{i}{2}\hbar\gamma\,p .
\end{equation}
For a solution proportional to $e^{-iEt/\hbar}$, the first equation gives $p/s=(E-hL)/V$ and the second gives $p/s=V/(E+i\hbar\gamma/2)$. Equating them,
\begin{equation}
(E-hL)\left(E+\tfrac{i}{2}\hbar\gamma\right)=V^2 .
\end{equation}
For weak $V$ the $2s$-like root is close to $hL$, and $E$ may be replaced by $hL$ in the second factor:
\begin{equation}
E-hL\approx\frac{V^2}{hL+i\hbar\gamma/2}
=\frac{V^2(hL-i\hbar\gamma/2)}{(hL)^2+(\hbar\gamma/2)^2}.
\end{equation}
The population falls at the rate $\Gamma=-2\,\mathrm{Im}E/\hbar$, so
\begin{equation}
\Gamma=\gamma\,\frac{V^2}{(hL)^2+(\hbar\gamma/2)^2}=\gamma\left|\frac ps\right|^2 .
\label{rate}
\end{equation}
This confirms the picture behind the estimate: the rate is $\gamma$ times the admixed probability. If the field is switched on suddenly, a component with amplitude of order $V/hL$ goes into the other, $2p$-like solution and disappears at about the $2p$ rate. The slow decay remains.

The imaginary energy was tested against a model without it, in which $2p$ is coupled to a dense set of photon modes. For $V=2\hbar\gamma$ the slow rate is $0.0324\gamma$ in the mode model and $0.0321\gamma$ from the two amplitude equations. The difference comes from the finite band of modes, $\pm80\hbar\gamma$, which shifts the $2p$ level slightly; it halves when the band is doubled and vanishes for a very wide band.

As a frequency, $\hbar\gamma/2$ is $\gamma/4\pi=49.88$ MHz, much less than $L$. Dropping it gives
\begin{equation}
\boxed{\;\tau=\tau_{2p}\left(\frac{F_0}{F}\right)^2,\qquad
F_0=\frac{hL}{\sqrt3\,ea_0}=477.4\ \text{V/cm}\;}
\label{law}
\end{equation}

\subsection{The second 2p level}

The spin--orbit energy in the Coulomb field is $\tfrac12\alpha^2E_h(a_0/r)^3\,\mathbf L\cdot\mathbf S/\hbar^2$. For $2p$,
\begin{equation}
\left\langle\frac{a_0^3}{r^3}\right\rangle=\frac1{24}\int_0^\infty r\,e^{-r}dr=\frac1{24},
\qquad
\frac{\mathbf L\cdot\mathbf S}{\hbar^2}=\frac{j(j+1)-2-\frac34}{2}=
\begin{cases}\ \ \tfrac12&(j=\tfrac32)\\-1&(j=\tfrac12)\end{cases}
\end{equation}
The splitting is $\tfrac12\alpha^2E_h\cdot\tfrac1{24}\cdot\tfrac32=\alpha^2E_h/32$, or $10949$ MHz. In the real atom the anomalous magnetic moment and the reduced mass raise it to about $10969$ MHz, which changes the weak-field lifetime by only about $0.01\%$. Thus $2p_{3/2}$ lies above $2s$ by $L'=10949-1058=9891$ MHz.

The two admixtures do not interfere in the total rate. For a $2p$ state with components $c_x,c_y,c_z$ along the real orbitals, the vector $\mathbf d$ is proportional to $(c_x,c_y,c_z)$, so $|\mathbf d|^2$ depends only on the norm of the state. With spin, the same holds after summing over final spins. The admixed probabilities therefore add:
\begin{equation}
\Gamma=\gamma(ea_0F)^2\left[\frac{3}{(hL)^2+(\hbar\gamma/2)^2}+\frac{6}{(hL')^2+(\hbar\gamma/2)^2}\right].
\label{two}
\end{equation}
The second term is about $2(L/L')^2=2.3\%$ of the first. Writing (\ref{two}) in the form (\ref{law}) changes $F_0$ to $477.9$ V/cm with the width alone, and to $472.5$ V/cm with both corrections. The round value $475$ V/cm lies between the simple and the corrected result, and within this model the quenching lifetime it gives is good to about one percent for fields up to about $40$ V/cm:
\begin{equation}
\tau\approx\left(\frac{475\ \text{V/cm}}{F}\right)^2\tau_{2p}.
\end{equation}

\section{Comparison and range of validity}

The estimate has the right power of $F$, but its field of $207$ V/cm is too small by the factor $4/\sqrt3=2.3$. Its lifetimes are too short by $16/3=5.3$. Part of the error is the length, $4a_0$ in place of $3a_0$. The rest is spin: a coupling of $3ea_0F$ to a single $2p$ level would give $275.6$ V/cm, whereas only a third of $2p0$ belongs to the nearby level.

Take $F=10$ V/cm. Then $V/h=22.16$ MHz, and
\begin{equation}
\left(\frac{V}{hL}\right)^2=\left(\frac{22.16}{1058}\right)^2=4.388\times10^{-4},
\qquad
\tau=\frac{1.5953\ \text{ns}}{4.388\times10^{-4}}=3636\ \text{ns}.
\end{equation}
Diagonalizing all eight $n=2$ states, with the $2p$ width included, gives $3566$ ns. The simple law is $2\%$ higher, mainly because it omits $2p_{3/2}$. An admixture of less than one part in two thousand shortens the lifetime from roughly $0.1$ s to about $3.6\ \mu$s.

\paragraph{Strong fields.} The law requires $V\ll hL$, that is, $F\ll F_0$. To see how it fails, drop the small width and solve $E(E-hL)=V^2$ without approximation. The upper root is $E=\tfrac12(hL+W)$ with $W=\sqrt{(hL)^2+4V^2}$. From $p/s=(E-hL)/V$, the $2p_{1/2}$ probability in the normalized state is
\begin{equation}
P=\frac{(E-hL)^2}{(E-hL)^2+V^2}=\frac{E-hL}{2E-hL}=\frac12\left(1-\frac{hL}{W}\right),
\label{sat}
\end{equation}
where $V^2=E(E-hL)$ was used. For small $V$ this returns $(V/hL)^2$. For large $V$ it tends to $\tfrac12$, so in this two-level model the lifetime never falls below $2\tau_{2p}$. This floor does not carry over to the full $n=2$ shell. There the state that grows out of $2s$ lies between the two $2p$ levels, its lifetime drops below $2\tau_{2p}$ near $880$ V/cm, and it approaches $\tau_{2p}$ once the coupling exceeds the fine-structure splitting.

At $475$ V/cm, $V/h=1053$ MHz and (\ref{sat}) gives $P=0.28$, hence $\tau_{2p}/P=5.8$ ns. The simple law gives $1.611$ ns and the eight-state calculation $4.842$ ns. The remaining difference comes from $2p_{3/2}$. In second order it pushes $2s$ down by $V'^2/(h^2L')=2V^2/(h^2L')=224$ MHz, which narrows the gap to $834$ MHz and raises $P$ to $0.316$. Its own admixture, $2(V/hL')^2$ times the $2s$ share $1-P$, adds $0.015$. The sum $0.331$ gives $4.8$ ns, as found.

At $100$ V/cm the simple law gives $36.36$ ns and the eight-state calculation $39.53$ ns, so the law is already $8\%$ too low. At $10$ V/cm it was too high: the omission of $2p_{3/2}$ and the saturation of the mixing act in opposite directions, and saturation wins as the field grows.

\paragraph{Very weak fields.} Quenching must also be faster than the field-free decay. Setting (\ref{law}) equal to the rough two-photon lifetime of $0.1$ s gives
\begin{equation}
F=F_0\sqrt{\frac{\tau_{2p}}{0.1\ \text{s}}}\approx0.06\ \text{V/cm}.
\end{equation}
Near this field both decays matter, and well below it the lifetime no longer depends on $F$.

\paragraph{Other levels.} The field also mixes in $p$ states with $n\neq2$, but across optical energy gaps. Relative to the $2p_{1/2}$ admixture, their amplitudes are of the order of $L$ divided by an optical frequency, which is $2.3\times10^{-6}$ for the $n=2$ to $n=3$ interval. The small Lamb shift is what makes $2s$ so sensitive to a field. The numerical output below lists the main values.

\section*{Table of computed values}
\begin{verbatim}
Lamb shift L (measured input): 1058 MHz
Bohr radius a0: 5.29177e-11 m
Angular frequency 2p-1s: 1.5503e+16 rad/s
|<1s|z|2p0>|: 0.7449 a0
2p decay rate gamma: 6.2683e+08 1/s
2p lifetime: 1.5953 ns
|<2s|z|2p0>|: 3.0000 a0
Weight of j=1/2 in 2p0 spin up: 0.3333
Weight of j=3/2 in 2p0 spin up: 0.6667
<1/r^3> in 2p: 0.041667 a0^-3
2p fine-structure splitting: 10949 MHz
2p3/2 above 2s, L': 9891 MHz
Half width gamma/(4 pi): 49.88 MHz
F0, simple law: 477.4 V/cm
F0 with 2p width: 477.9 V/cm
F0 with 2p width and 2p3/2: 472.5 V/cm
F0 if spin is wrongly ignored: 275.6 V/cm
Example field: 10 V/cm
Example coupling V/h: 22.16 MHz
Example 2p1/2 probability (V/hL)^2: 4.388e-04
Lifetime at 10 V/cm, simple law: 3636 ns
Lifetime at 10 V/cm, eight states: 3566 ns
Lifetime at 100 V/cm, simple law: 36.36 ns
Lifetime at 100 V/cm, eight states: 39.53 ns
Lifetime at 475 V/cm, simple law: 1.611 ns
Lifetime at 475 V/cm, eight states: 4.842 ns
Field exponent of lifetime, 1 to 2 V/cm: -2.0000
L over the n=2 to n=3 frequency: 2.3e-06
Two-photon lifetime (rough input): 0.1 s
Field giving that lifetime by quenching: 0.06 V/cm
Photon-mode model, slow rate: 0.0324 gamma
Decaying two-state model, slow rate: 0.0321 gamma
\end{verbatim}
